# Why two holes on neighbouring oxide ions form a metastable peroxide

**Q:** Under light and negative gate bias, the threshold voltage of my amorphous oxide transistors drifts negative. One proposed cause is that pairs of oxide ions capture two holes and become peroxide. Why don't the ions bond before the holes arrive?

**A:** Take one 2p orbital on each ion, pointing at the other, with phases chosen so that the overlap \(S\) is positive. Measure electron energies from the valence band edge. Each orbital alone lies at \(-W\), so \(W\) is the cost of localising one free hole there. Write the matrix element between the orbitals as \(-WS-B\), with \(B>0\). The normalised combinations are

\[
\sigma=\frac{a+b}{\sqrt{2(1+S)}},\qquad \sigma^*=\frac{a-b}{\sqrt{2(1-S)}} .
\]

Their energies are

\[
\varepsilon_\sigma=\frac{-W-WS-B}{1+S}=-W-\frac{B}{1+S},
\]
\[
\varepsilon_{\sigma^*}=\frac{-W+WS+B}{1-S}=-W+\frac{B}{1-S}.
\]

The antibonding level rises more than the bonding level falls. The rise \(m\) of their mean and half their separation \(t\) are

\[
m=\frac B2\left[\frac1{1-S}-\frac1{1+S}\right]=\frac{BS}{1-S^2},
\]
\[
t=\frac B2\left[\frac1{1-S}+\frac1{1+S}\right]=\frac{B}{1-S^2}.
\]

Thus the levels are \(-W+m\mp t\). Two oxide ions bring four electrons, which fill both levels:

\[
2(-W+m-t)+2(-W+m+t)=-4W+4m .
\]

The splitting cancels and a repulsion \(4m\) remains. With bond order defined as \(b=(n_\sigma-n_{\sigma^*})/2\), the result is \((2-2)/2=0\).

**Q:** The ions sit in a solid. How do you include the rest of it?

**A:** By one coordinate, the oxygen–oxygen distance \(R\). The host acts as a spring \(K\) with rest length \(R_h\), and the other closed shells repel. Coupling and overlap decay together:

\[
x=e^{-(R-R_1)/\lambda},\qquad B=B_1x,\qquad S=S_1x .
\]

Leaving out the constant \(-4W\), which does not depend on \(R\), the energy of the pair without holes is then

\[
G(R)=\tfrac12K(R-R_h)^2+Ax^2+4m .
\]

The term \(Ax^2\) assumes that the other shells repel as overlap squared, which is also how \(4m\) behaves at small \(S\).

For an example I use round values in the rough regime of amorphous In–Ga–Zn–O: \(R_1=0.15\), \(R_h=0.29\) and \(\lambda=0.07\) nm; \(B_1=7.5\) eV, \(S_1=0.15\), \(K=500\) eV/nm², \(A=3\) eV and \(W=1\) eV. The minimum of \(G\) is at 0.297 nm. There \(4m\) is only 0.07 eV, but at 0.148 nm it would be 4.85 eV.

**Q:** Now light supplies holes. What does the first one do?

**A:** A free hole at the valence edge has energy zero. Moving it to \(\sigma^*\) takes an electron out of that level and puts it at the edge, so the energy changes by \(-\varepsilon_{\sigma^*}\):

\[
Q(R)=G+W-m-t .
\]

The bond order is \((2-1)/2=1/2\). In the example this pair contracts to 0.261 nm and lies 0.18 eV below an intact pair with a free hole: a shallow trap.

**Q:** And the second hole gives \((2-0)/2=1\)?

**A:** That count assumes both holes sit in \(\sigma^*\). Holes repel, so this must be checked. Let two holes cost \(U\) on the same ion and \(V\) on different ions. I take \(U=3\) eV and a screened \(V=e^2/(4\pi\epsilon_0\kappa R)\) with \(\kappa=10\). Interactions among the electrons of the filled pair are absorbed in \(G\).

Use orthogonal site orbitals \(a',b'\), with \(\sigma=(a'+b')/\sqrt2\) and \(\sigma^*=(a'-b')/\sqrt2\). Each has level \(-W+m\), and transfer between them has magnitude \(t\). Two spin-paired holes have a covalent state, with one hole on each ion and energy \(V\), and an ionic state, the symmetric mixture of both holes on one ion or the other, with energy \(U\).

The covalent singlet has two terms of weight \(1/\sqrt2\). Each can reach a given doubly occupied site by one transfer, which gives \(2t/\sqrt2=\sqrt2\,t\). Projecting both sites onto the symmetric mixture gives \((\sqrt2\,t+\sqrt2\,t)/\sqrt2=2t\). The antisymmetric ionic mixture decouples. Hence

\[
(V-E)(U-E)-4t^2=0 .
\]

With \(u=U-V\), the lower root is

\[
E=\frac{U+V}{2}-\frac12\sqrt{u^2+16t^2}
=V+\frac{u-\sqrt{u^2+16t^2}}2 .
\]

Each hole also contributes \(W-m\), so the two-hole surface is

\[
P(R)=G+2W-2m+V+\frac{u-\sqrt{u^2+16t^2}}{2}.
\]

**Q:** Where is the bond order in that?

**A:** The splitting enters the Hamiltonian as \(-t(n_\sigma-n_{\sigma^*})\). For an eigenstate, the derivative of the energy with respect to a parameter is the mean of the derivative of the Hamiltonian. With \(m,U,V\) held fixed,

\[
-2b=\frac{\partial P}{\partial t}=-\frac{8t}{\sqrt{u^2+16t^2}}
\quad\Rightarrow\quad
b=\frac{4t}{\sqrt{u^2+16t^2}} .
\]

For \(4t\gg u\), the bond order tends to one. For \(4t\ll u\), it tends to zero: each ion keeps one hole, and the bonding gain is only about \(4t^2/u\).

At 0.148 nm, \(t=7.88\) eV and \(u=2.03\) eV, so \(b=31.5/\sqrt{2.03^2+31.5^2}=0.998\). At the intact length, \(t=0.925\) eV and \(u=2.51\) eV give \(b=0.83\). "From zero to one" is therefore a good description of the contracted pair.

**Q:** Must the holes have opposite spins?

**A:** For this bond, yes. Parallel holes cannot share an orbital, so one goes into \(\sigma\) and one into \(\sigma^*\). Then \(b=0\), and the energy is

\[
T(R)=G+2W-2m+V,
\]

with no bonding term. I diagonalised the full 16-state electron problem from 0.13 to 0.33 nm. The surfaces for no holes and for parallel holes each had one minimum, beyond 0.28 nm. The surface for paired holes had one minimum, below 0.17 nm. Emptying \(\sigma^*\) with paired spins makes the short bond in this model.

**Q:** Contracting by half must strain the host badly. What pays for it?

**A:** The electrons left in \(\sigma\). Without hole repulsion, the electronic terms of \(P\) reduce to

\[
4m-2m-2t=2(m-t)=\frac{2B(S-1)}{1-S^2}=-\frac{2B}{1+S}.
\]

At the minimum, 0.148 nm, the budget in eV is

\[
\begin{aligned}
P_{\min}={}&\underbrace{5.03}_{\text{strain}}
+\underbrace{3.16}_{\text{other shells}}
-\underbrace{13.34}_{\sigma\text{ pair}}\\
&+\underbrace{2.00}_{2W}
+\underbrace{1.95}_{\text{hole repulsion}}=-1.20 .
\end{aligned}
\]

The last positive term is what remains after correlation. Since \(G_{\min}=0.125\) eV, the peroxide lies 1.32 eV below an intact pair with two free holes. A peroxide plus an intact pair also lies 0.96 eV below two separate one-hole pairs, so the holes gain by pairing despite their repulsion. These are energies, not free energies; dilute free holes have entropy that favours separation.

**Q:** If pairing is so favourable, why isn't it immediate?

**A:** At the intact length the bond is too weak. There

\[
P-G=2.000-0.034+0.486+\frac{2.514-4.473}{2}=1.47\ \text{eV}.
\]

The pair must contract before the second hole gains by joining. The surfaces \(P\) and \(Q\) cross at 0.226 nm. Seen from a one-hole pair and a free hole, the crossing is 0.28 eV high; from an intact pair and two free holes, it is 0.10 eV high.

**Q:** So far the peroxide sounds stable. Why call it metastable?

**A:** Because light also made two electrons. Put them at the conduction band edge, with a gap \(E_g=3.1\) eV. The energy stored relative to the intact oxide is

\[
P_{\min}+2E_g-G_{\min}=-1.20+6.20-0.125=4.88\ \text{eV}.
\]

The peroxide is therefore not the ground state when those electrons are available. Two barriers protect it.

First, a hole can return to the valence band. The pair must stretch to the crossing \(P=Q\), which costs 1.42 eV.

Second, a conduction electron can enter \(\sigma^*\). Before capture the energy is \(P+2E_g\), and afterwards it is \(Q+E_g\). Capture becomes possible without an energy cost when

\[
Q-P=E_g .
\]

At the peroxide length \(Q-P=6.14\) eV, far above the conduction edge. It is lower than the bare \(\varepsilon_{\sigma^*}=8.10\) eV because the electron removes the repulsion between the holes. Stretching lowers the capture level until it meets the edge at 0.174 nm, at a cost of 0.31 eV. From there, the lowest surface leads back to the intact pair without a higher point. Capturing both electrons at once requires \(G-P=2E_g\) and costs 0.54 eV, so the one-electron route has the lower barrier.

A gap wider than 3.1 eV would at first lower this second barrier: with everything else fixed, the crossing moves towards the peroxide length and reaches it at \(E_g=6.14\) eV.

**Q:** How long would it last at a stress temperature of 60 °C?

**A:** At 333 K, \(k_BT=0.0287\) eV. The vibration quantum of 0.085 eV gives a period of about \(4.9\times10^{-14}\) s. If every arrival at a crossing succeeds, the Arrhenius estimates are

\[
\tau_{\text{hole}}\approx4.9\times10^{-14}\,e^{1.419/0.0287}
\approx1.5\times10^8\ \text{s},
\]
\[
\tau_{\text{electron}}\approx4.9\times10^{-14}\,e^{0.312/0.0287}
\approx2.5\times10^{-9}\ \text{s}.
\]

The first is nearly five years. The second applies when an electron is always at hand. In this model, the peroxide lasts because the film is depleted. Negative gate bias keeps electrons away, and a positive pulse that brings them back should help to erase the peroxide, provided they reach the same region.

The nanosecond figure is uncertain for another reason. The thermal exponent is 10.9, while that for tunnelling of the oxygen pair from its zero-point level is 8.6. Tunnelling may thus matter even at 333 K. That estimate moves only the two oxygen masses and assumes that the electron follows the lower surface; weak electronic coupling would slow both routes. A field of 1 MV/cm matters little: even if a charge \(2e\) moved through the whole stretch of 0.026 nm, the energy would change by only about 0.005 eV. For a symmetric stretch of identical ions the first-order change is zero.

**Q:** How much of this may I carry over to my devices?

**A:** The mechanism as a possibility, with its conditions, but not the lifetimes. A gap near 3 eV and a static dielectric constant near 10 are typical of In–Ga–Zn–O. That constant describes the bulk, however, and two holes 0.15 nm apart are screened less. With \(\kappa=4\) and the rest unchanged, the peroxide is still a minimum, but the barriers to hole release and electron capture fall to 0.96 and 0.12 eV. The spring and the shell repulsion were chosen to place the bond near 0.15 nm, roughly the length of a peroxide bond, so that length is not a prediction. Real films break the assumption of identical sites. With the other parameters fixed, changing \(B\) by −5% or +5% moves the hole-release barrier (the crossing \(P=Q\)) to about 0.95 or 1.95 eV, and the electron barrier to 0.11 or 0.60 eV. At the lower value, with the same vibration period, the five years become ten to fifteen seconds. A disordered film should therefore show a wide spread of lifetimes. Changing \(W\) by 0.2 eV either way has a smaller effect: hole release then costs between 1.31 and 1.53 eV.

A peroxide holds two electrons fewer than the intact pair, so it carries a charge of \(+2e\) relative to the oxide. That has the right sign for your negative threshold shift, but the example does not reproduce a shift that persists. Measuring a threshold brings electrons back into the channel. With the period above, lasting one second at 333 K with an electron at hand needs a barrier of \(0.0287\ln(1/4.9\times10^{-14})\approx0.88\) eV, and every electron barrier found here is about 0.6 eV or less. A real peroxide can explain a lasting shift only if its capture barrier is much higher than in this model, if its electronic coupling is weak, or if the electrons do not reach it. The sign alone is weak evidence. It does not identify the cause, since oxygen vacancies and holes trapped in the gate insulator can shift the threshold the same way. The remaining values are in the numerical output below. Its release entries for \(B\) +5% and \(W\) −0.2 eV (2.02 and 1.58 eV) are the energies on reaching the intact length, not the heights of the crossing \(P=Q\).

## Computed values

```
INPUTS (rough model values)
R1, Rh, lambda: 0.15, 0.29, 0.07 nm
B and S at R1: 7.5 eV, 0.15
spring K: 500.0 eV/nm^2; shell repulsion A: 3.0 eV
W, U, Eg: 1.0, 3.0, 3.1 eV; dielectric constant: 10.0
temperature: 333.0 K; kT: 0.0287 eV
GEOMETRY AND BOND ORDER
intact pair length: 0.2965 nm
one-hole pair length: 0.2614 nm
peroxide length: 0.1482 nm
bond order at peroxide length, 0/1/2 paired holes: 0.0000 / 0.5000 / 0.9979
bond order, 2 parallel holes: 0.0000
bond order, 2 paired holes at intact length: 0.8271
LEVELS (from valence edge)
intact: B 0.925 eV, S 0.0185, t 0.925 eV, m 0.017 eV
intact: sigma -1.908 eV, sigma* -0.058 eV
intact: V 0.486 eV, u 2.514 eV, four-electron repulsion 0.068 eV
peroxide: B 7.696 eV, S 0.1539, t 7.883 eV, m 1.213 eV
peroxide: sigma -7.670 eV, sigma* 8.097 eV
peroxide: V 0.972 eV, u 2.028 eV, four-electron repulsion 4.854 eV
first-electron capture level Q-P at peroxide length: 6.143 eV
PEROXIDE ENERGY BUDGET
host strain: 5.028 eV
other closed shells: 3.159 eV
two sigma electrons: -13.340 eV
localising two holes: 2.000 eV
hole repulsion after correlation: 1.953 eV
sum, P minimum: -1.200 eV
G minimum: 0.125 eV
Q minimum: -0.060 eV
peroxide minus intact pair with two free holes: -1.324 eV
peroxide + intact pair minus two one-hole pairs: -0.955 eV
stored energy with two conduction electrons: 4.876 eV
BARRIERS
hole release: 1.419 eV at 0.2256 nm
one-electron recapture: 0.312 eV at 0.1740 nm
two-electron recapture: 0.540 eV at 0.1849 nm
formation from free holes and intact pair: 0.095 eV
formation from one-hole pair and free hole: 0.280 eV
Arrhenius time, hole release: 1.5e+08 s
Arrhenius time, recapture with electrons present: 2.5e-09 s
NEGLECTED EFFECTS
vibration quantum: 0.0850 eV; zero-point energy: 0.0425 eV
recapture exponents: thermal 10.9, tunnelling 8.6
energy shift in 1.0 MV/cm over recapture path: 0.0052 eV
B -5%: P-G -0.68, release 0.95, recapture 0.11 eV
B +5%: P-G -2.02, release 2.02, recapture 0.60 eV
W -0.2 eV: P-G -1.72, release 1.58, recapture 0.36 eV
W +0.2 eV: P-G -0.92, release 1.31, recapture 0.27 eV
```
